# One-centre PAW Hartree tensor for one s and one p shell

## The question

In the projector augmented-wave (PAW) method, an atom carries partial waves $\phi_i$ and smooth partners $\tilde\phi_i$ that coincide with them for $r\ge r_c$. Consider one s and one p shell, with real functions

$$\phi_i(\mathbf r)=R_a(r)\,S_i(\hat{\mathbf r}),\qquad \tilde\phi_i(\mathbf r)=\tilde R_a(r)\,S_i(\hat{\mathbf r}),\qquad i\in\{s,x,y,z\}.$$

Here $a$ is the shell of $i$. With $\mathbf n=\hat{\mathbf r}$, the normalised angular functions are $S_s=1/\sqrt{4\pi}$ and $S_m=\sqrt{3/4\pi}\,n_m$ for $m\in\{x,y,z\}$. The letters $m,n,k,l$ as indices of p functions denote Cartesian directions.

The valence occupancies $\rho_{ij}$ give the one-centre number densities $\sum\rho_{ij}\phi_i\phi_j$ and $\sum\rho_{ij}(\tilde\phi_i\tilde\phi_j+\hat Q_{ij})$. The compensation charge $\hat Q_{ij}$ vanishes for $r\ge r_c$ and gives the smooth pair the same multipole moments as the true pair. The one-centre part of the valence Hartree energy is the repulsion of the first density minus that of the second:

$$E=\tfrac12\sum_{ijkl}\rho_{ij}\,e_{ijkl}\,\rho_{kl},$$

$$e_{ijkl}=k_C\big[(\phi_i\phi_j|\phi_k\phi_l)-(\tilde\phi_i\tilde\phi_j+\hat Q_{ij}\,|\,\tilde\phi_k\tilde\phi_l+\hat Q_{kl})\big],$$

with $k_C=e^2/(4\pi\varepsilon_0)$ and $(f|g)=\iint f(\mathbf r)g(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r\,d^3r'$. Terms with the core charge are linear in $\rho_{ij}$. They and exchange-correlation are not part of $e_{ijkl}$.

## (a) Separation into angular and radial factors

**Question.** Express $e_{ijkl}$ through Gaunt coefficients $G^{LM}_{ij}=\int S_iS_jS_{LM}\,d\Omega$ and radial Slater integrals. How many radial quantities are needed?

**Answer.** The real harmonics $S_{LM}$ are complete and orthonormal, so

$$\phi_i\phi_j=R_aR_b\sum_{LM}G^{LM}_{ij}S_{LM},$$

and the same holds for the smooth pair with $\tilde R_a\tilde R_b$. The moment missing from the smooth pair is

$$\int(\phi_i\phi_j-\tilde\phi_i\tilde\phi_j)\,r^LS_{LM}\,d^3r=G^{LM}_{ij}q^L_{ab},\qquad q^L_{ab}=\int_0^{r_c}(R_aR_b-\tilde R_a\tilde R_b)\,r^{L+2}dr.$$

It is supplied by

$$\hat Q_{ij}=\sum_{LM}G^{LM}_{ij}\,q^L_{ab}\,g_L(r)\,S_{LM},\qquad \int_0^{r_c}g_L\,r^{L+2}dr=1 .$$

Compensation therefore changes the radial factor of each multipole and leaves its angular factor alone. Define the radial densities

$$n_{ab}=r^2R_aR_b,\qquad \tilde n^L_{ab}=r^2(\tilde R_a\tilde R_b+q^L_{ab}g_L).$$

The Laplace expansion and the addition theorem read

$$\frac1{|\mathbf r-\mathbf r'|}=\sum_L\frac{r_<^L}{r_>^{L+1}}P_L(\mathbf n\cdot\mathbf n'),\qquad P_L(\mathbf n\cdot\mathbf n')=\frac{4\pi}{2L+1}\sum_MS_{LM}(\mathbf n)S_{LM}(\mathbf n').$$

Insert them in both Coulomb integrals. Orthonormality of the $S_{LM}$ leaves one $G$ from each pair:

$$e_{ijkl}=k_C\sum_LA^L_{ijkl}\,\Delta R^L_{ab,cd},\qquad A^L_{ijkl}=\frac{4\pi}{2L+1}\sum_MG^{LM}_{ij}G^{LM}_{kl},$$

$$\Delta R^L_{ab,cd}=\iint\frac{r_<^L}{r_>^{L+1}}\big[n_{ab}(r)n_{cd}(r')-\tilde n^L_{ab}(r)\tilde n^L_{cd}(r')\big]dr\,dr'.$$

The selection rules follow from the products of angular functions:

- $S_sS_s$ is constant, so $L=0$.
- $S_sS_m\propto n_m$, so $L=1$.
- $S_mS_n\propto n_mn_n=\tfrac13\delta_{mn}+(n_mn_n-\tfrac13\delta_{mn})$, a constant plus a traceless quadratic form, so $L=0$ and $L=2$.

Two pairs interact only through an $L$ they share. Five radial quantities remain:

$$\Delta F^0_{ss}=\Delta R^0_{ss,ss},\quad \Delta F^0_{sp}=\Delta R^0_{ss,pp},\quad \Delta G^1_{sp}=\Delta R^1_{sp,sp},\quad \Delta F^0_{pp}=\Delta R^0_{pp,pp},\quad \Delta F^2_{pp}=\Delta R^2_{pp,pp}.$$

## (b) Range of the radial integrals

**Question.** The partial waves continue beyond $r_c$. Show that $\Delta R^L$ may be computed with both integrals cut at $r_c$, and say what this depends on.

**Answer.** For one multipole $L$, let $A,A'$ be the true radial densities of the two pairs and $B,B'$ the compensated smooth ones. Write $(\cdot|\cdot)$ for the radial double integral, which is bilinear and symmetric. Then

$$(A|A')-(B|B')=\tfrac12\big[(A-B\,|\,A'+B')+(A+B\,|\,A'-B')\big].$$

On expansion of the right side, the products $(A|B')$ and $(B|A')$ each occur once with either sign and cancel.

The difference $A-B$ vanishes for $r\ge r_c$. At such $r$ its radial potential is

$$\frac1{r^{L+1}}\int_0^{r_c}(A-B)\,r'^L\,dr'=\frac{q^L_{ab}-q^L_{ab}}{r^{L+1}}=0,$$

because the compensation charge has moment $q^L_{ab}$. The part of $A'+B'$ outside the sphere thus contributes nothing to the first term. The second term follows in the same way with the two pairs interchanged. Cutting all densities at $r_c$ leaves $\Delta R^L$ unchanged.

The argument needs compensation of every $L$ that the pairs contain, here up to $L=2$. If $\hat Q_{ij}$ is dropped, the difference has the outside potential $q^L_{ab}/r^{L+1}$, which acts on the tails. In the model of part (e), the ss difference without compensation is $-3.469\ \mathrm{nm^{-1}}$ for the sphere and $-4.583\ \mathrm{nm^{-1}}$ for all space. The change is negative because $q^0_{ss}=-0.142$ is negative there.

## (c) Angular sums and the list of elements

**Question.** Evaluate $A^L_{ijkl}$ and list the nonzero types of element.

**Answer.** The addition theorem turns the sum over $M$ into

$$A^L_{ijkl}=\iint S_iS_j(\mathbf n)\,P_L(\mathbf n\cdot\mathbf n')\,S_kS_l(\mathbf n')\,d\Omega\,d\Omega'.$$

**$L=0$.** Since $P_0=1$, orthonormality gives $A^0_{ijkl}=\delta_{ij}\delta_{kl}$.

**$L=1$.** Here $S_sS_m=\sqrt3\,n_m/(4\pi)$, $P_1=\sum_an_an'_a$ and $\int n_mn_a\,d\Omega=\tfrac{4\pi}3\delta_{ma}$. Hence

$$A^1_{smsn}=\frac{3}{16\pi^2}\sum_a\Big(\frac{4\pi}{3}\Big)^2\delta_{ma}\delta_{na}=\frac13\delta_{mn}.$$

**$L=2$.** Put $T_{ab}(\mathbf n)=n_an_b-\tfrac13\delta_{ab}$, where $a,b$ are now Cartesian. Then $\sum_{ab}T_{ab}(\mathbf n)T_{ab}(\mathbf n')=(\mathbf n\cdot\mathbf n')^2-\tfrac13$, so

$$P_2=\tfrac32(\mathbf n\cdot\mathbf n')^2-\tfrac12=\tfrac32\sum_{ab}T_{ab}(\mathbf n)T_{ab}(\mathbf n').$$

The integral of four components of $\mathbf n$ is rotationally invariant and symmetric in all its indices, so

$$\int n_mn_nn_an_b\,d\Omega=c\,(\delta_{mn}\delta_{ab}+\delta_{ma}\delta_{nb}+\delta_{mb}\delta_{na}).$$

Setting $m=n$ and summing gives $\tfrac{4\pi}3\delta_{ab}$ on the left and $c(3+1+1)\delta_{ab}$ on the right. Thus $c=4\pi/15$. Subtracting the trace part of $T_{ab}$, which contributes $\tfrac{4\pi}9\delta_{mn}\delta_{ab}$, and using $\tfrac1{15}-\tfrac19=-\tfrac23\cdot\tfrac1{15}$,

$$\int n_mn_nT_{ab}\,d\Omega=\frac{4\pi}{15}U_{mn,ab},\qquad U_{mn,ab}=\delta_{ma}\delta_{nb}+\delta_{mb}\delta_{na}-\tfrac23\delta_{mn}\delta_{ab}.$$

With $S_mS_n=\tfrac3{4\pi}n_mn_n$ this gives

$$A^2_{mnkl}=\Big(\frac3{4\pi}\Big)^2\frac32\Big(\frac{4\pi}{15}\Big)^2\sum_{ab}U_{mn,ab}U_{kl,ab}.$$

As a function of $a,b$, $U_{kl,ab}$ is symmetric, and its trace is $2\delta_{kl}-\tfrac23\cdot3\,\delta_{kl}=0$. The first two terms of $U_{mn,ab}$ therefore each yield $U_{kl,mn}$, and the third yields zero. The sum is $2U_{kl,mn}=2U_{mn,kl}$. The prefactor is $\tfrac9{225}\cdot\tfrac32\cdot2=\tfrac3{25}$, so

$$A^2_{mnkl}=\tfrac3{25}\big(\delta_{mk}\delta_{nl}+\delta_{ml}\delta_{nk}-\tfrac23\delta_{mn}\delta_{kl}\big).$$

One value can be checked directly from a Gaunt coefficient. For $zz$ only $S_{20}=\sqrt{5/16\pi}\,(3n_z^2-1)$ contributes, by symmetry about $z$. Since $n_z^4$ and $n_z^2$ average to $\tfrac15$ and $\tfrac13$,

$$G^{20}_{zz}=3\sqrt{\tfrac5{16\pi}}\,\big(\tfrac35-\tfrac13\big)=\tfrac1{\sqrt{5\pi}},\qquad \tfrac{4\pi}5\big(G^{20}_{zz}\big)^2=\tfrac4{25},$$

in agreement with $\tfrac3{25}(2-\tfrac23)$.

For $m\ne n$ the nonzero types are

$$\begin{aligned}
e_{ssss}&=k_C\,\Delta F^0_{ss}, & e_{ssmm}&=k_C\,\Delta F^0_{sp},\\
e_{smsm}&=\tfrac13k_C\,\Delta G^1_{sp}, & e_{mmmm}&=k_C\big(\Delta F^0_{pp}+\tfrac4{25}\Delta F^2_{pp}\big),\\
e_{mmnn}&=k_C\big(\Delta F^0_{pp}-\tfrac2{25}\Delta F^2_{pp}\big), & e_{mnmn}&=\tfrac3{25}k_C\,\Delta F^2_{pp}.
\end{aligned}$$

Further entries follow from $i\leftrightarrow j$, $k\leftrightarrow l$ and $(ij)\leftrightarrow(kl)$. An exchange of $j$ with $k$ is not a symmetry: $e_{ssmm}$ couples two monopoles, whereas $e_{smsm}$ couples two dipoles.

## (d) Counting

**Question.** How many of the 256 entries are nonzero for general radial functions, and how many numbers are independent?

**Answer.** The three permutations produce these counts:

| type | entries | classes |
|---|---|---|
| $ssss$ | 1 | 1 |
| $ssmm$ | 6 | 3 |
| $smsm$ | 12 | 3 |
| $mmmm$ | 3 | 3 |
| $mmnn$ | 6 | 3 |
| $mnmn$ | 12 | 3 |

There are 40 nonzero entries in 16 permutation classes. Rotational symmetry makes all classes of one type equal, which leaves six values. They obey one relation, since $\tfrac4{25}+\tfrac2{25}=2\cdot\tfrac3{25}$:

$$e_{mmmm}-e_{mmnn}=2\,e_{mnmn}.$$

Five numbers are independent. Symmetry alone gives the same count. The ten symmetric pairs consist of one $L=0$ set from ss, one $L=1$ set from sp, and one $L=0$ and one $L=2$ set from pp. An invariant coupling cannot mix different $L$, and within matching sets it is a multiple of the identity. The two $L=0$ sets allow a symmetric $2\times2$ matrix with three constants, while $L=1$ and $L=2$ allow one each.

With several partial waves per shell, the angular weights stay the same, but each combination of radial functions has its own $\Delta R^L$ and the count grows.

## (e) Numerical values

**Question.** Take the model waves

$$R_s=2\kappa^{3/2}(\kappa r-1)e^{-\kappa r},\qquad R_p=\tfrac2{\sqrt3}\kappa^{3/2}\,\kappa r\,e^{-\kappa r},$$

with $\kappa=40\ \mathrm{nm^{-1}}$ and $r_c=0.08\ \mathrm{nm}$. Inside $r_c$ the smooth waves are $r^l(c_0+c_1r^2+c_2r^4)$, with $l=0,1$ for s and p, matched in value and two derivatives. The shape is $g_L\propto r^L(1-r^2/r_c^2)^2$. The integrals over the sphere, in $\mathrm{nm^{-1}}$, are

| | true | compensated | difference |
|---|---|---|---|
| $F^0_{ss}$ | 5.88758 | 5.90316 | −0.01558 |
| $F^0_{sp}$ | 7.68798 | 7.66423 | 0.02374 |
| $G^1_{sp}$ | 4.20911 | 4.33297 | −0.12386 |
| $F^0_{pp}$ | 10.38504 | 9.98413 | 0.40091 |
| $F^2_{pp}$ | 5.53264 | 3.98750 | 1.54514 |

The differences are formed before rounding, so the last digit can differ from that of the printed columns. Find the six values of $e_{ijkl}$ and comment on their signs.

**Answer.** With $k_C=1.439965\ \mathrm{eV\,nm}$,

$$\begin{aligned}
e_{ssss}&=1.439965\times(-0.01558)=-0.0224\ \mathrm{eV},\\
e_{sszz}&=1.439965\times0.02374=0.0342\ \mathrm{eV},\\
e_{szsz}&=1.439965\times(-0.12386)/3=-0.0595\ \mathrm{eV},\\
e_{zzzz}&=1.439965\times(0.40091+0.16\times1.54514)=0.9333\ \mathrm{eV},\\
e_{xxzz}&=1.439965\times(0.40091-0.08\times1.54514)=0.3993\ \mathrm{eV},\\
e_{xzxz}&=1.439965\times0.12\times1.54514=0.2670\ \mathrm{eV}.
\end{aligned}$$

The relation of part (d) holds: $0.9333-0.3993=0.5340=2\times0.2670$.

Two values are negative although electrons repel. Each element is a difference of two repulsions, and for $ssss$ and $szsz$ the compensated smooth pair repels itself more strongly than the true pair. Nothing in the definition fixes the sign of such a difference.

The subtraction also sets the accuracy required of the radial integrals. An error of one part in a thousand in the true $F^0_{ss}$ alone is about $0.006\ \mathrm{nm^{-1}}$, more than a third of the magnitude of $\Delta F^0_{ss}$.

The numerical check tests the list on a separate set of Gaussian partial waves. There the four-index difference, compensation included, is evaluated over all space with analytic Coulomb integrals, and the two tensors agree to rounding error. These Gaussian true and smooth waves do not coincide beyond any radius, so this test bears on parts (a), (c) and (d), not on the cut at $r_c$ of part (b).

## (f) Use in density-functional perturbation theory

**Question.** Find the contribution of $e_{ijkl}$ to the first-order on-site strengths $D^{(1)}_{ij}$. Evaluate it for a dipolar response $\rho^{(1)}_{sz}=\rho^{(1)}_{zs}=0.1$ and a quadrupolar response $\rho^{(1)}_{zz}=-\rho^{(1)}_{xx}=0.1$, with all other $\rho^{(1)}_{ij}$ zero. Each value is the first-order coefficient multiplied by a small dimensionless perturbation parameter.

**Answer.** Differentiating $E$ with respect to $\rho_{ij}$ produces two equal terms, because $e_{ijkl}=e_{klij}$. They cancel the factor $\tfrac12$, so $D_{ij}=\sum_{kl}e_{ijkl}\rho_{kl}$. The partial waves and shape functions are frozen and move rigidly with the nucleus. The integrals in $e_{ijkl}$ refer to positions relative to that nucleus, so neither an atomic displacement nor an external field changes them. The perturbation enters through the occupancies alone:

$$D^{(1)}_{ij}=\sum_{kl}e_{ijkl}\,\rho^{(1)}_{kl}.$$

For an atomic displacement, $\rho^{(1)}_{kl}$ includes the motion of the projectors as well as the change of the wavefunctions.

For the dipolar response, the terms $kl=sz$ and $kl=zs$ contribute equally:

$$D^{(1)}_{sz}=2e_{szsz}\,\rho^{(1)}_{sz}=2\times(-0.0595)\times0.1=-0.0119\ \mathrm{eV}.$$

For the quadrupolar response,

$$D^{(1)}_{zz}=(e_{zzzz}-e_{zzxx})\times0.1=2e_{xzxz}\times0.1=0.0534\ \mathrm{eV},$$

and $D^{(1)}_{xx}=-D^{(1)}_{zz}$. The elements $D^{(1)}_{yy}$ and $D^{(1)}_{ss}$ vanish, since $e_{yyzz}=e_{yyxx}$ and $e_{sszz}=e_{ssxx}$.

Now describe the same quadrupole with axes turned by 45° about $y$, setting $z=(u+v)/\sqrt2$ and $x=(u-v)/\sqrt2$. Then $z^2-x^2=2uv$, so the response is purely off-diagonal, $\rho^{(1)}_{uv}=\rho^{(1)}_{vu}=0.1$. The strength is $D^{(1)}_{uv}=2e_{uvuv}\times0.1=0.0534\ \mathrm{eV}$, as before. The relation $e_{mmmm}-e_{mmnn}=2e_{mnmn}$ is what makes the two descriptions agree.

These numbers are one-centre corrections. The full $D^{(1)}_{ij}$ also contains the first-order smooth Hartree potential acting on $\hat Q_{ij}$, together with exchange-correlation and external terms. For an atomic displacement $\hat Q_{ij}$ moves with the nucleus, which adds the unperturbed smooth potential acting on the first-order change of $\hat Q_{ij}$. The negative $D^{(1)}_{sz}$ by itself therefore does not mean that the total Hartree response to a dipole is attractive. In the model of part (e), with the smooth response density taken as the compensated smooth pair over all space, the smooth Hartree potential acting on $\hat Q_{sz}$ adds $+0.0175\ \mathrm{eV}$, which outweighs the $-0.0119\ \mathrm{eV}$.

## Calculated quantities

```
Gaussian test, largest deviation: 1.9e-15 (1/bohr)
Gaussian test, largest element: 0.3833 (1/bohr)
nonzero entries of 256: 40
permutation classes: 16
independent constants: 5
angular weight L=1, szsz: 0.333333
angular weight L=2, zzzz: 0.160000
angular weight L=2, xxzz: -0.080000
angular weight L=2, xzxz: 0.120000
kappa = 40.0 nm^-1, r_c = 0.080 nm
k_C = 1.439965 eV nm
pseudo s, coefficients in r/r_c: 100.1512 -69.9574 15.1794 nm^-3/2
pseudo p, coefficients in r/r_c: 163.0838 -188.9943 64.0142 nm^-3/2
moment q ss L=0: -1.419725e-01 (no unit)
moment q sp L=1: 9.829163e-04 nm^1
moment q pp L=0: 2.953150e-01 (no unit)
moment q pp L=2: 4.828127e-04 nm^2
sphere integrals in nm^-1: true, compensated pseudo, difference
  F0ss: 5.88758 5.90316 -0.01558
  F0sp: 7.68798 7.66423 0.02374
  G1sp: 4.20911 4.33297 -0.12386
  F0pp: 10.38504 9.98413 0.40091
  F2pp: 5.53264 3.98750 1.54514
sphere vs all space, largest change: 1.8e-15 nm^-1
F0ss difference, no compensation, sphere: -3.46947 nm^-1
F0ss difference, no compensation, all space: -4.58282 nm^-1
e_ssss = -0.02244 eV
e_sszz = 0.03419 eV
e_szsz = -0.05945 eV
e_zzzz = 0.93329 eV
e_xxzz = 0.39930 eV
e_xzxz = 0.26699 eV
e_zzzz - e_xxzz = 0.53399 eV
dipolar response rho_sz = rho_zs = 0.10: D_sz = -0.01189 eV
quadrupolar response rho_zz = -rho_xx = 0.10: D_zz = 0.05340 eV
same response, axes turned 45 deg, rho_xz = 0.10: D_xz = 0.05340 eV
```
